\section*{Two Derivations of the GIAO Nuclear Shielding Formula}

\section{The field at a nucleus}

A closed-shell molecule is placed in a uniform magnetic field $\mathbf B$. The field drives a current in the electron cloud, and this current produces a small field of its own at every nucleus. A nuclear moment $\mathbf m$ at $\mathbf R_N$ therefore precesses in a field that differs from $\mathbf B$. To first order in $\mathbf B$ the difference defines the shielding tensor $\sigma$:
\begin{equation}
B^{\rm nuc}_y=B_y-\sum_x B_x\sigma_{xy}.
\label{eq:def}
\end{equation}
The energy of the moment is $-\sum_y m_yB^{\rm nuc}_y$. Its first part, $-\mathbf m\cdot\mathbf B$, exists without electrons. The electronic energy $E$ supplies the rest, $+\sum_{xy}B_x\sigma_{xy}m_y$, so that
\begin{equation}
\sigma_{xy}=\left.\frac{\partial^2E}{\partial B_x\,\partial m_y}\right|_{\mathbf B=\mathbf m=0}.
\label{eq:energydef}
\end{equation}

The question is how to compute $\sigma$ from a finite set of atomic orbitals without the answer depending on an arbitrary gauge origin. The working formula is
\begin{equation}
\sigma_{xy}=\operatorname{Tr}\!\left(D\,h^{B_x,m_y}\right)+\operatorname{Tr}\!\left(D^{B_x}h^{m_y}\right).
\label{eq:main}
\end{equation}
Here $D$ is the density matrix, superscripts denote derivatives at zero field and moment, and the traces run over orbital indices. All nine components are obtained; the isotropic shielding is $\frac13\sum_x\sigma_{xx}$.

\section{Hamiltonian and orbitals}

Atomic units are used, with $\mu_0/4\pi=\alpha^2$, where $\alpha$ is the fine-structure constant. The electron has charge $-1$. The treatment is nonrelativistic, the nuclei are fixed and the moment is a point. With $\mathbf r_N=\mathbf r-\mathbf R_N$,
\begin{equation}
h=\tfrac12(\mathbf p+\mathbf A_B+\mathbf A_m)^2+V,\quad
\mathbf A_B=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\quad
\mathbf A_m=\alpha^2\frac{\mathbf m\times\mathbf r_N}{r_N^3}.
\end{equation}
The point $\mathbf O$ is the gauge origin. The term $\frac12\mathbf A_m^2$ is dropped from here on. It is quadratic in $\mathbf m$ and so has no part in (\ref{eq:energydef}), while for a point moment its expectation value diverges if the electron density at the nucleus is nonzero. Gauge-including atomic orbitals (GIAOs) attach a phase to each real orbital $\chi_\nu$ centred at $\mathbf R_\nu$:
\begin{equation}
\omega_\nu=e^{-i\boldsymbol\Lambda_\nu\cdot\mathbf r}\chi_\nu,\qquad
\boldsymbol\Lambda_\nu=\tfrac12\mathbf B\times(\mathbf R_\nu-\mathbf O).
\end{equation}
Let $\boldsymbol\pi=\mathbf p+\mathbf A_B$ and $\mathbf r_\nu=\mathbf r-\mathbf R_\nu$. Since $\mathbf p=-i\nabla$ acting on the phase gives $-\boldsymbol\Lambda_\nu$,
\begin{align}
\boldsymbol\pi\omega_\nu
&=e^{-i\boldsymbol\Lambda_\nu\cdot\mathbf r}
\left[\mathbf p-\tfrac12\mathbf B\times(\mathbf R_\nu-\mathbf O)+\tfrac12\mathbf B\times(\mathbf r-\mathbf O)\right]\chi_\nu\nonumber\\
&=e^{-i\boldsymbol\Lambda_\nu\cdot\mathbf r}\left(\mathbf p+\tfrac12\mathbf B\times\mathbf r_\nu\right)\chi_\nu .
\label{eq:pi}
\end{align}
In a matrix element the bra contributes $e^{+i\boldsymbol\Lambda_\mu\cdot\mathbf r}$. With $\mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu$, the combined phase is
\begin{equation}
e^{i(\boldsymbol\Lambda_\mu-\boldsymbol\Lambda_\nu)\cdot\mathbf r}
=e^{\frac i2(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r}
=e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)} .
\label{eq:phase}
\end{equation}
Neither (\ref{eq:pi}) nor (\ref{eq:phase}) leaves any $\mathbf O$ in the integrals, at any field strength. Each orbital sees a vector potential measured from its own centre.

\section{First derivation: the energy}

Let $C$ hold the occupied orbital coefficients, with $C^\dagger SC=1$, and let $D=2CC^\dagger$. The closed-shell Hartree--Fock energy, without the constant nuclear repulsion, is
\begin{align}
E&=\operatorname{Tr}(Dh)+\tfrac12\operatorname{Tr}(D\,G[D]),\\
G[D]_{\mu\nu}&=\sum_{\lambda\sigma}D_{\sigma\lambda}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\sigma|\lambda\nu)\right].
\end{align}
The first pair of indices in $(\mu\nu|\lambda\sigma)$ belongs to electron 1, and the first member of each pair is conjugated.

Differentiate first with respect to $m_y$, at fixed $\mathbf B$. The GIAOs do not contain $\mathbf m$, so $S$ and the two-electron integrals are constant. The two density factors in the quadratic term contribute equally, and with $F=h+G[D]$,
\begin{equation}
\frac{\partial E}{\partial m_y}=\operatorname{Tr}(Dh^{m_y})+\operatorname{Tr}(FD^{m_y}).
\end{equation}
The last term vanishes. Using $FC=SC\varepsilon$ and its adjoint,
\begin{align}
\operatorname{Tr}(FD^{m_y})
&=2\operatorname{tr}\left(C^\dagger FC^{m_y}+C^{m_y\dagger}FC\right)\nonumber\\
&=2\operatorname{tr}\,\varepsilon\left(C^\dagger SC^{m_y}+C^{m_y\dagger}SC\right)
=2\operatorname{tr}\,\varepsilon\,\frac{\partial(C^\dagger SC)}{\partial m_y}=0 .
\end{align}
Thus $\partial E/\partial m_y=\operatorname{Tr}[D(\mathbf B)h^{m_y}(\mathbf B)]$ at $\mathbf m=0$ for every $\mathbf B$. The product rule in $B_x$ now gives (\ref{eq:main}). The response of the density to the moment is not needed, and no separate overlap term appears.

For the matrices, write $\mathbf a_y=\alpha^2\,\mathbf e_y\times\mathbf r_N/r_N^3$. The part of $h$ linear in $m_y$ is $\frac12(\boldsymbol\pi\cdot\mathbf a_y+\mathbf a_y\cdot\boldsymbol\pi)$. Because $\mathbf r_N/r_N^3$ is a gradient, it has no curl, and $\nabla\cdot\mathbf a_y=-\alpha^2\mathbf e_y\cdot\nabla\times(\mathbf r_N/r_N^3)=0$. The two orderings are therefore equal, and the operator is
\begin{equation}
\mathbf a_y\cdot\boldsymbol\pi=\alpha^2\frac{(\mathbf e_y\times\mathbf r_N)\cdot\boldsymbol\pi}{r_N^3}
=\alpha^2\frac{(\mathbf r_N\times\boldsymbol\pi)_y}{r_N^3}.
\end{equation}
With (\ref{eq:pi}) and (\ref{eq:phase}), its matrix at finite field is
\begin{equation}
h^{m_y}_{\mu\nu}(\mathbf B)=\alpha^2\left\langle\chi_\mu\left|
e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)}
\frac{[\mathbf r_N\times(\mathbf p+\frac12\mathbf B\times\mathbf r_\nu)]_y}{r_N^3}\right|\chi_\nu\right\rangle .
\label{eq:hmB}
\end{equation}
At zero field,
\begin{equation}
h^{m_y}_{\mu\nu}=-i\alpha^2\left\langle\chi_\mu\left|\frac{(\mathbf r_N\times\nabla)_y}{r_N^3}\right|\chi_\nu\right\rangle .
\label{eq:hm}
\end{equation}
The derivative of (\ref{eq:hmB}) has two parts. For the explicit field, the double cross product is
\begin{equation}
\mathbf r_N\times(\mathbf B\times\mathbf r_\nu)=\mathbf B(\mathbf r_N\cdot\mathbf r_\nu)-\mathbf r_\nu(\mathbf r_N\cdot\mathbf B),
\label{eq:double}
\end{equation}
whose $y$ component has $B_x$ derivative $\delta_{xy}\mathbf r_N\cdot\mathbf r_\nu-r_{N,x}r_{\nu,y}$. For the phase, the factor $i/2$ meets the $-i$ of $\mathbf p$, and their product is $+\frac12$. Hence
\begin{align}
h^{B_x,m_y}_{\mu\nu}={}&\frac{\alpha^2}{2}\left\langle\chi_\mu\left|
\frac{\mathbf r_\nu\cdot\mathbf r_N\,\delta_{xy}-r_{N,x}r_{\nu,y}}{r_N^3}\right|\chi_\nu\right\rangle\nonumber\\
&+\frac{\alpha^2}{2}\left\langle\chi_\mu\left|(\mathbf R_{\mu\nu}\times\mathbf r)_x
\frac{(\mathbf r_N\times\nabla)_y}{r_N^3}\right|\chi_\nu\right\rangle .
\label{eq:hBm}
\end{align}
This matrix is real. It is the derivative of a Hermitian matrix, so the sum is symmetric in $\mu,\nu$, although its two parts need not be so separately.

\section{Second derivation: the induced current}

The same result follows from (\ref{eq:def}) without using an energy. For occupied orbitals $\phi_i=\sum_\nu C_{\nu i}\omega_\nu$, each holding two electrons, the charge current is
\begin{equation}
\mathbf J=-2\sum_i\operatorname{Re}\phi_i^*\boldsymbol\pi\phi_i
=-\operatorname{Re}\sum_{\mu\nu}D_{\nu\mu}\,\omega_\mu^*\boldsymbol\pi\omega_\nu .
\end{equation}
The minus sign is the electron charge. The Biot--Savart law gives the induced field at the nucleus; there the vector from source to field point is $-\mathbf r_N$:
\begin{equation}
\mathbf B^{\rm ind}=\alpha^2\int\frac{\mathbf J\times(-\mathbf r_N)}{r_N^3}\,d^3r
=\alpha^2\int\frac{\mathbf r_N\times\mathbf J}{r_N^3}\,d^3r .
\label{eq:bs}
\end{equation}

Expand the current to first order. Complex conjugation of the matrix elements reverses $\mathbf B$. For a non-degenerate state this implies $D(-\mathbf B)=D(\mathbf B)^*$, so $D$ is real at zero field and $D^{B_x}=iX^x$ with $X^x$ real. Hermiticity makes $X^x$ antisymmetric. From (\ref{eq:pi}) and (\ref{eq:phase}),
\begin{equation}
\omega_\mu^*\boldsymbol\pi\omega_\nu=
e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)}
\chi_\mu\left(-i\nabla+\tfrac12\mathbf B\times\mathbf r_\nu\right)\chi_\nu .
\end{equation}
At zero field this is imaginary, and its real part gives no current. The terms linear in $B_x$ are real:
\begin{align}
-\frac{\partial\mathbf J}{\partial B_x}={}&\sum_{\mu\nu}D_{\nu\mu}\chi_\mu\left[\tfrac12(\mathbf e_x\times\mathbf r_\nu)\chi_\nu
+\tfrac12(\mathbf R_{\mu\nu}\times\mathbf r)_x\nabla\chi_\nu\right]\nonumber\\
&+\sum_{\mu\nu}X^x_{\nu\mu}\chi_\mu\nabla\chi_\nu .
\label{eq:j}
\end{align}
The second and third terms each contain a product $i(-i)=1$, from the phase and from $D^{B_x}$ respectively.

By (\ref{eq:def}), $\sigma_{xy}=-\partial B^{\rm ind}_y/\partial B_x$. Insert (\ref{eq:j}) into (\ref{eq:bs}). The first term contains $\mathbf r_N\times(\mathbf e_x\times\mathbf r_\nu)$, which (\ref{eq:double}) turns into the first line of (\ref{eq:hBm}). The second term gives the second line. The third gives
\begin{equation}
\alpha^2\sum_{\mu\nu}X^x_{\nu\mu}\left\langle\chi_\mu\left|\frac{(\mathbf r_N\times\nabla)_y}{r_N^3}\right|\chi_\nu\right\rangle
=\sum_{\mu\nu}D^{B_x}_{\nu\mu}h^{m_y}_{\mu\nu},
\end{equation}
because $(iX)(-i\alpha^2)=\alpha^2X$. The sum is (\ref{eq:main}). The first trace is thus minus the induced field, per unit $B_x$, of the current carried by the unperturbed density matrix in field-dependent orbitals. The second is the same quantity for the current due to the change in that matrix.

\section{What each derivation assumes}

The energy derivation needs a stationary energy and orbitals independent of $\mathbf m$. If the density matrix did not make the energy stationary, $\operatorname{Tr}(FD^{m_y})$ could survive, and (\ref{eq:main}) would not in general be the energy derivative. In return, this route makes no statement about the current in space.

The current derivation needs no stationary energy: it holds for any Hermitian $D(\mathbf B)$ with the stated conjugation property. It assumes instead the current operator belonging to a local potential $V$, and the Biot--Savart integral. Nothing in it forces the finite-basis current to be free of divergence; if it is not, (\ref{eq:bs}) serves as the definition of the induced field. For self-consistent Hartree--Fock both sets of assumptions are available, and the two definitions of $\sigma$ coincide in any finite GIAO basis. Both routes still require $D^{B_x}$.

\section{The density response}

The same phases supply the field derivatives of the other integrals. Let $h_0$ be the field-free one-electron operator. The part of $\frac12(\mathbf p+\frac12\mathbf B\times\mathbf r_\nu)^2$ linear in $\mathbf B$ is $\frac12\mathbf B\cdot(\mathbf r_\nu\times\mathbf p)$, since $\mathbf B\times\mathbf r_\nu$ has no divergence. Therefore
\begin{align}
S^{B_x}_{\mu\nu}&=\tfrac i2\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_x|\chi_\nu\rangle,\\
h^{B_x}_{\mu\nu}&=\tfrac i2\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_xh_0|\chi_\nu\rangle
-\tfrac i2\langle\chi_\mu|(\mathbf r_\nu\times\nabla)_x|\chi_\nu\rangle .
\end{align}
The derivative of $(\mu\nu|\lambda\sigma)$ has the factor $\frac i2[(\mathbf R_{\mu\nu}\times\mathbf r_1)_x+(\mathbf R_{\lambda\sigma}\times\mathbf r_2)_x]$ in its integrand. Contracted with $D$, it gives a matrix $G^{B_x}[D]$.

Let $i,j$ label occupied and $a,b$ virtual orbitals, and expand $C_i^{B}=\sum_pC_pU_{pi}$. Orthonormality requires $U_{ij}+U_{ji}^*+S^B_{ij}=0$, which is met by $U_{ij}=-\frac12S^B_{ij}$. Differentiating the Fock equation and projecting on orbital $a$ gives
\begin{equation}
F^B_{ai}+\varepsilon_aU_{ai}-\varepsilon_iS^B_{ai}-\varepsilon_iU_{ai}=0,\qquad
F^B=h^B+G^B[D]+G[D^B].
\label{eq:fock}
\end{equation}
All first-order quantities are imaginary; set $U_{ai}=iu_{ai}$ and $S^B=is$. Then
\begin{equation}
X=-\tfrac12DsD+2\sum_{ai}u_{ai}\left(C_aC_i^T-C_iC_a^T\right).
\end{equation}
The first term is the occupied--occupied part: $2(U_{ij}+U_{ji}^*)=-2S^B_{ij}$, while $DS^BD$ carries $2\times2=4$.

In $G[D^B]$ the Coulomb part vanishes, because antisymmetric $X_{\sigma\lambda}$ is contracted with integrals symmetric in $\lambda,\sigma$. In the exchange part, the factor $-\frac12$ times the 2 in $X$ leaves $-[(ab|ij)-(aj|bi)]u_{bj}$. Moving the known terms of (\ref{eq:fock}) to the right gives
\begin{equation}
\sum_{bj}\left[(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)+(aj|bi)\right]u_{bj}
=-(f_{ai}-\varepsilon_is_{ai}),
\end{equation}
where $if=h^B+G^B[D]+G[-\frac12DS^BD]$. There are three such systems, one for each field direction, whatever the number of nuclei. If the matrix on the left is singular, they no longer determine $u$ uniquely, and they have no solution when the right-hand side has a component along a null vector of that matrix.

\section{Limits and the choice of origin}

For a spherical closed-shell atom with its orbitals on the nucleus, $\mathbf R_{\mu\nu}=0$ and $S^B=0$. The remaining perturbation is angular momentum, which commutes with the Fock operator and cannot connect occupied to virtual orbitals. The second trace is zero. Averaging the diagonal of $(r^2\delta_{xy}-r_xr_y)/2r^3$ gives $1/3r$, so $\sigma_{\rm iso}=(\alpha^2/3)\int\rho/r\,d^3r$ for electron density $\rho$.

For a molecule, the split into two traces can depend on the coordinate origin. Translate everything by $\mathbf T$. Then (\ref{eq:phase}) multiplies each one-electron matrix element by $e^{i\theta_\mu}e^{-i\theta_\nu}$, where $\theta_\mu=\frac12\mathbf B\cdot(\mathbf R_\mu\times\mathbf T)$. The two-electron integrals gain the corresponding factors. With $P=\operatorname{diag}(e^{i\theta_\mu})$, the matrices become $PhP^\dagger$ and $PDP^\dagger$. Thus $\operatorname{Tr}(Dh^{m_y})$ is unchanged at every $\mathbf B$, and so is $\sigma$. Its two terms change by opposite amounts, since $D^{B_x}_{\mu\nu}$ gains $\frac i2(\mathbf R_{\mu\nu}\times\mathbf T)_xD_{\mu\nu}$.

\section{Boron trifluoride}

Planar BF$_3$ with a chosen bond length of 1.31~\AA\ was treated at the RHF/6-31G level. Boron lies at the coordinate origin, the molecule in the $xy$ plane, and the fluorine considered on the positive $x$ axis; the separate traces refer to this frame. For boron the isotropic traces give
\begin{equation}
\sigma_{\rm B}=192.92+(8.65-86.51)=192.92-77.86=115.06\ \text{ppm}.
\end{equation}
The bracket separates the occupied--occupied and virtual--occupied parts of $D^B$. For fluorine,
\begin{equation}
\sigma_{\rm F}=471.23+(47.75-187.37)=471.23-139.62=331.61\ \text{ppm}.
\end{equation}
The decimals serve to follow the arithmetic. Correlation, larger bases, vibration and relativity are left out, so these are model values of about 115 and 332~ppm, not predictions of measured shieldings to that precision. The basis alone matters at the level of ten ppm: at the same geometry RHF/cc-pVTZ gives about 106~ppm for boron and 340~ppm for fluorine, shifts of about $-9$ and $+9$~ppm.

The fluorine tensor is strongly anisotropic: 391~ppm along the bond, 202~ppm across it in the molecular plane, and 402~ppm normal to the plane. The anisotropy survives in a larger basis but these components do not: cc-pVTZ gives about 397, 234 and 390~ppm, so the in-plane component across the bond moves by some 32~ppm and the other two change order. Translating the molecule by $(4,1,-2)$ bohr changes the fluorine traces to 468.92 and $-137.31$~ppm. One falls by 2.31~ppm, the other rises by 2.31~ppm, and the sum stays at 331.61~ppm.

Without GIAO phases, all orbitals share one origin. Moving it from boron to the fluorine considered changes $\sigma_{\rm F}$ from 351.1 to 389.0~ppm. For boron both origins give 242.9~ppm. The origin enters $\mathbf A_B$ linearly and $\sigma$ is of first order in $\mathbf B$, so the change is linear in the displacement. Its isotropic part is the scalar product of the displacement with a vector that must be unchanged by every symmetry operation leaving the nucleus in place. A nonzero change would need such a vector at boron, which the threefold axis and the molecular plane forbid. This constancy does not certify the basis: the GIAO value is 127.8~ppm lower. In a complete basis the phases would be a mere change of basis and the two methods would agree, so the gap is an effect of basis incompleteness. It closes slowly: for boron it is about 62~ppm with 6-31G* and 25~ppm with cc-pVTZ, and in cc-pVTZ the same move of the common origin still changes $\sigma_{\rm F}$ by about 36~ppm.

The numerical check compares (\ref{eq:main}) with mixed energy differences at finite $\mathbf B$ and $\mathbf m$ for a boron cation in an asymmetric set of $s$ Gaussians. The nine components agree within $1.2\times10^{-7}$~ppm. The tensor there is not symmetric, with $\sigma_{xy}=0.123$ and $\sigma_{yx}=0.036$~ppm, so the comparison also tests the order of the indices.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha squared (dimensionless): 5.32513544e-05
B+ test: RHF energy (hartree): -24.07455999
B+ test: finite step in B and alpha^2 m (a.u.): 0.010
B+ test: largest London-integral error, two origins (a.u.): 8.3e-11
B+ test: isotropic shielding, formula (ppm): 195.75156
B+ test: isotropic shielding, energy differences (ppm): 195.75156
B+ test: isotropic first trace (ppm): 195.80252
B+ test: isotropic second trace (ppm): -0.05096
B+ test: xy component, formula (ppm): 0.12266
B+ test: xy component, energy differences (ppm): 0.12266
B+ test: yx component, formula (ppm): 0.03596
B+ test: yx component, energy differences (ppm): 0.03596
B+ test: largest difference over nine components (ppm): 1.2e-07
BF3: B-F length (angstrom): 1.31
BF3: number of 6-31G basis functions: 36
BF3: RHF energy (hartree): -323.083827
BF3: largest symmetry error of moment matrices / alpha^2 (a.u.): 6.2e-06
BF3 B: isotropic first trace (ppm): 192.922
BF3 B: isotropic second trace (ppm): -77.858
BF3 B: occupied-occupied part of second trace (ppm): 8.654
BF3 B: virtual-occupied part of second trace (ppm): -86.512
BF3 B: isotropic shielding (ppm): 115.064
BF3 B: xx component (ppm): 119.273
BF3 B: yy component (ppm): 119.273
BF3 B: zz component (ppm): 106.647
BF3 F: isotropic first trace (ppm): 471.227
BF3 F: isotropic second trace (ppm): -139.617
BF3 F: occupied-occupied part of second trace (ppm): 47.750
BF3 F: virtual-occupied part of second trace (ppm): -187.367
BF3 F: isotropic shielding (ppm): 331.611
BF3 F: xx component (ppm): 391.238
BF3 F: yy component (ppm): 201.562
BF3 F: zz component (ppm): 402.032
BF3 translation vector (bohr): 4.0, 1.0, -2.0
BF3 F translated: isotropic first trace (ppm): 468.922
BF3 F translated: isotropic second trace (ppm): -137.311
BF3 F translated: isotropic shielding (ppm): 331.611
BF3 F: largest tensor change on translation (ppm): 9.7e-08
BF3 B, common origin at B: isotropic shielding (ppm): 242.888
BF3 B, common origin at F: isotropic shielding (ppm): 242.888
BF3 B, common-origin change (ppm): 0.000
BF3 F, common origin at B: isotropic shielding (ppm): 351.109
BF3 F, common origin at F: isotropic shielding (ppm): 389.034
BF3 F, common-origin change (ppm): 37.925
\end{verbatim}
